\section*{The exact functional of the two-electron Hubbard dimer by two routes}

\section{Problem}

Two electrons occupy two sites with one orbital each. The Hamiltonian is
\begin{equation}
H=\hat T+\hat W+\sum_{i}v_i\hat n_i,\qquad
\hat T=-t\sum_\sigma\left(c_{1\sigma}^\dagger c_{2\sigma}+c_{2\sigma}^\dagger c_{1\sigma}\right),\qquad
\hat W=U\sum_i \hat n_{i\uparrow}\hat n_{i\downarrow},
\end{equation}
with $t>0$ and $U\ge 0$. Since $n_1+n_2=2$, one number fixes the density:
\begin{equation}
\rho=\tfrac12(n_1-n_2),\qquad n_1=1+\rho,\quad n_2=1-\rho,\quad -1\le\rho\le1 .
\end{equation}
Choose the zero of energy so that $v_1+v_2=0$, and write $\Delta v=v_1-v_2$. The potential energy is then $v_1(1+\rho)+v_2(1-\rho)=\Delta v\,\rho$. Let $E(\Delta v)$ be the ground-state energy. Two functionals of the density are defined by
\begin{equation}
F(\rho)=\min_{\Psi\to\rho}\langle\Psi|\hat T+\hat W|\Psi\rangle,\qquad
F_{\rm L}(\rho)=\sup_{\Delta v}\left[E(\Delta v)-\Delta v\,\rho\right].
\label{defs}
\end{equation}
The first is the constrained search over normalised two-electron states of density $\rho$; the second is the Lieb maximisation.

\begin{enumerate}
\item[(a)] Show that real singlets suffice in the search, and reduce it to a minimisation over one variable.
\item[(b)] Decide whether $F_{\rm L}=F$, and for which $\rho$ the supremum is attained. Find the potential that represents $\rho$.
\item[(c)] Extract the non-interacting kinetic energy $T_s$, the Hartree, exchange and correlation energies, and the corresponding potentials.
\item[(d)] Evaluate everything for $U=4t$ and $\rho=0.6$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Use the states with both electrons on site 1, both on site 2, and the covalent singlet. If $a$ and $b$ are the amplitudes of the first two, try $a+b$ and $a-b$ as variables.
\item[(b)] A supremum of functions linear in $\rho$ is convex, so the question is whether $F$ is convex. Look at the function being minimised as a function of two variables, the search variable and $\rho$ together.
\item[(c)] Set $U=0$ in the result of (a). The minimising state is the Kohn--Sham state. Use it as a trial state for $U>0$.
\item[(d)] Any trial state of the right density bounds $F$ from above; any trial potential bounds it from below.
\end{enumerate}

\section{Solution}

\subsection{(a) The constrained search}

The singlet basis is
\begin{equation}
|20\rangle=c_{1\uparrow}^\dagger c_{1\downarrow}^\dagger|0\rangle,\quad
|02\rangle=c_{2\uparrow}^\dagger c_{2\downarrow}^\dagger|0\rangle,\quad
|s\rangle=\tfrac{1}{\sqrt2}\left(c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger+c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger\right)|0\rangle .
\end{equation}
Moving either electron of $|20\rangle$ to site 2 gives
\begin{equation}
\hat T|20\rangle=-t\left(c_{2\uparrow}^\dagger c_{1\downarrow}^\dagger+c_{1\uparrow}^\dagger c_{2\downarrow}^\dagger\right)|0\rangle=-\sqrt2\,t\,|s\rangle,
\end{equation}
and $\hat T|02\rangle$ is the same. The three triplets have one electron on each site. Hopping annihilates them: for parallel spins by the Pauli principle, and for the $S_z=0$ triplet because the minus sign between its two terms makes the hopped contributions cancel. They contribute nothing to $\hat T$, $\hat W$ or $\rho$.

Let a general state have complex amplitudes $a,b,c$ on $|20\rangle,|02\rangle,|s\rangle$ and total triplet weight $\tau$. Then
\begin{align}
\rho&=|a|^2-|b|^2,\qquad \langle\hat W\rangle=U(|a|^2+|b|^2),\\
\langle\hat T\rangle&=-2\sqrt2\,t\,{\rm Re}\left[c^*(a+b)\right]
\ge-2\sqrt2\,t\,\sqrt{|c|^2+\tau}\,\left(|a|+|b|\right).
\end{align}
The bound is reached by the real singlet with amplitudes $|a|$, $|b|$ and $\sqrt{|c|^2+\tau}$, which has the same norm, density and interaction energy. Real singlets therefore suffice.

For real amplitudes define
\begin{equation}
x=\frac{a+b}{\sqrt2},\qquad y=\frac{a-b}{\sqrt2},\qquad X=x^2 .
\end{equation}
Then $2xy=a^2-b^2=\rho$, so $y^2=\rho^2/(4X)$. The total double occupancy is
\begin{equation}
d=a^2+b^2=x^2+y^2=X+\frac{\rho^2}{4X}.
\label{d}
\end{equation}
Normalisation gives $c^2=1-d$. The kinetic energy is $-2\sqrt2\,t\,c\,(\sqrt2\,x)=-4t\,cx$, and
\begin{equation}
c^2x^2=X\left(1-X-\frac{\rho^2}{4X}\right)=X-X^2-\frac{\rho^2}{4}\equiv q .
\end{equation}
Choosing $cx\ge0$, which lowers the energy, we obtain
\begin{equation}
F(\rho)=\min_X A(X,\rho),\qquad
A(X,\rho)=U\left(X+\frac{\rho^2}{4X}\right)-4t\sqrt{q}.
\label{search}
\end{equation}
The allowed region is $q\ge0$. Because $4q=1-(2X-1)^2-\rho^2$, it is the elliptical disc $(2X-1)^2+\rho^2\le1$. The point $X=0$ belongs to it for $\rho=0$ alone. There $d=y^2$ is free, and its lowest value is zero, so we set $A(0,0)=0$.

The stationarity condition is
\begin{equation}
\frac{\partial A}{\partial X}=U\left(1-\frac{\rho^2}{4X^2}\right)-\frac{2t(1-2X)}{\sqrt q}=0 .
\label{stat}
\end{equation}
Take $U>0$ and $0<|\rho|<1$. At $X=|\rho|/2$ the first term vanishes and the second is negative, since $q=|\rho|(1-|\rho|)/2>0$. At $X=\frac12$ the derivative is $U(1-\rho^2)>0$. A root lies between, and it is unique because $A$ is strictly convex in $X$: $\rho^2/X$ is convex and $-\sqrt q$, a lower half-ellipse, is strictly convex. The two ends have a physical meaning. At $X=\frac12$ the kinetic energy is lowest; at $X=|\rho|/2$ the double occupancy has its minimum $|\rho|$.

For the symmetric density $\rho=0$ put $X=(1-\cos\theta)/2$, so that $\sqrt q=\frac12\sin\theta$. Then $A=U/2-\left(\frac U2\cos\theta+2t\sin\theta\right)$. The largest value of the bracket is $\sqrt{U^2/4+4t^2}$, hence
\begin{equation}
F(0)=\tfrac12\left(U-\sqrt{U^2+16t^2}\right).
\label{F0}
\end{equation}

\subsection{(b) The Lieb maximisation}

Minimising the total energy first at fixed density and then over densities gives
\begin{equation}
E(\Delta v)=\min_{\rho'}\left[F(\rho')+\Delta v\,\rho'\right].
\label{E}
\end{equation}
Hence $E(\Delta v)-\Delta v\,\rho\le F(\rho)$ for every $\Delta v$, so $F_{\rm L}\le F$. Equality needs convexity of $F$; otherwise $F_{\rm L}$, being convex, would lie below $F$ somewhere.

\emph{Joint convexity of $A$.} The function $h=\rho^2/X$ has the second derivatives
\begin{equation}
h_{XX}=\frac{2\rho^2}{X^3},\qquad h_{\rho\rho}=\frac2X,\qquad h_{X\rho}=-\frac{2\rho}{X^2}.
\end{equation}
The determinant $h_{XX}h_{\rho\rho}-h_{X\rho}^2$ is zero and the trace is positive, so the Hessian has no negative eigenvalue. Convexity extends to the point $(0,0)$ with $h=0$, because $h(\lambda X,\lambda\rho)=\lambda h(X,\rho)$. The other term, $-4t\sqrt q=-2t\sqrt{1-(2X-1)^2-\rho^2}$, is the lower surface of a solid ellipsoid, which is a convex body. The term $UX$ is linear. So $A$ is convex in $(X,\rho)$ jointly.

\emph{Convexity of $F$.} Let $X_0,X_1$ be minimisers at $\rho_0,\rho_1$. For $0\le\lambda\le1$, use the mixture of $X_0$ and $X_1$ as a trial value at the mixed density:
\begin{equation}
F\big((1-\lambda)\rho_0+\lambda\rho_1\big)\le A\big((1-\lambda)X_0+\lambda X_1,\,(1-\lambda)\rho_0+\lambda\rho_1\big)\le(1-\lambda)F(\rho_0)+\lambda F(\rho_1).
\end{equation}

\emph{Attainment for $|\rho|<1$.} A convex function has a supporting line at each interior point. Call its slope $-\Delta v$:
\begin{equation}
F(\rho')\ge F(\rho)-\Delta v\,(\rho'-\rho)\quad\text{for all }\rho'.
\end{equation}
Thus $F(\rho')+\Delta v\,\rho'$ is smallest at $\rho'=\rho$, and (\ref{E}) gives $E(\Delta v)=F(\rho)+\Delta v\,\rho$. The supremum is attained and $F_{\rm L}(\rho)=F(\rho)$. The state found by the search has the energy $E(\Delta v)$, so it is a ground state: every $|\rho|<1$ is pure-state $v$-representable.

The slope follows from (\ref{search}). As $X$ is stationary, its change with $\rho$ does not contribute to first order, and
\begin{equation}
F'(\rho)=\frac{\partial A}{\partial\rho}=\frac{U\rho}{2X}-\frac{4t}{2\sqrt q}\left(-\frac\rho2\right)
\quad\Longrightarrow\quad
\Delta v=-\rho\left(\frac{U}{2X}+\frac{t}{\sqrt q}\right).
\label{dv}
\end{equation}
The sign is as expected: to hold more charge on site 1, that site must be lower. Since $\sqrt q\le\frac12\sqrt{1-\rho^2}$, the potential diverges as $|\rho|\to1$.

\emph{The edges.} At $\rho=1$ the one allowed state is $|20\rangle$, and $F(1)=U$. It is not an eigenstate of $H$ for any finite $\Delta v$, because $\hat T$ couples it to $|s\rangle$. Its energy $U+\Delta v$ therefore lies above $E$ by a positive amount
\begin{equation}
\delta=U+\Delta v-E=F(1)-\left[E(\Delta v)-\Delta v\right].
\end{equation}
The singlet eigenvalue equations are
\begin{equation}
(U+\Delta v-E)\,a=\sqrt2\,tc,\qquad (U-\Delta v-E)\,b=\sqrt2\,tc,\qquad -E\,c=\sqrt2\,t(a+b).
\end{equation}
Eliminate $a$ and $b$, and insert $E=U+\Delta v-\delta$ with $\Delta v=-|\Delta v|$:
\begin{equation}
|\Delta v|-U+\delta=2t^2\left(\frac1\delta+\frac1{\delta+2|\Delta v|}\right).
\end{equation}
For $|\Delta v|\to\infty$ the small solution is $\delta\simeq2t^2/|\Delta v|$. The supremum equals $U$ but is approached without being reached, and $\rho=1$ is not $v$-representable. By symmetry the same holds for $\rho=-1$. For $U=4t$ the computed gap $\delta$ is $0.0208\,t$ at $\Delta v=-100\,t$ and $0.00201\,t$ at $-1000\,t$, against $0.02\,t$ and $0.002\,t$ from the leading term.

\subsection{(c) The parts of the functional}

For $U=0$ the minimum of (\ref{search}) is the maximum of $q$, at $X=\frac12$, where $q=(1-\rho^2)/4$. Therefore
\begin{equation}
T_s(\rho)=-2t\sqrt{1-\rho^2},\qquad
\Delta v_s=-\frac{dT_s}{d\rho}=-\frac{2t\rho}{\sqrt{1-\rho^2}}.
\end{equation}
The minimising state has $x=1/\sqrt2$ and $y=\rho/\sqrt2$, which means
\begin{equation}
a=\frac{1+\rho}2,\qquad b=\frac{1-\rho}2,\qquad c=\sqrt{\frac{1-\rho^2}2}.
\end{equation}
These are $\varphi_1^2$, $\varphi_2^2$ and $\sqrt2\,\varphi_1\varphi_2$ for the orbital with $\varphi_{1,2}=\sqrt{(1\pm\rho)/2}$. The state is thus a single determinant $\Phi$ with this orbital doubly occupied. From (\ref{d}) its double occupancy is $(1+\rho^2)/2$.

The split between Hartree and exchange depends on a convention. Let the Hartree energy contain the full repulsion of the density with itself:
\begin{align}
E_{\rm H}&=\frac U2\sum_in_i^2=\frac U2\left[(1+\rho)^2+(1-\rho)^2\right]=U(1+\rho^2),\\
E_x&=\langle\Phi|\hat W|\Phi\rangle-E_{\rm H}=-\frac U2(1+\rho^2)=-\frac12E_{\rm H}.
\end{align}
Exchange then removes the self-repulsion of each electron. If the Hartree energy is defined instead as $U\sum_in_{i\uparrow}n_{i\downarrow}$, exchange is zero. The sum $E_{{\rm H}x}=U(1+\rho^2)/2$ and the correlation energy are the same in both conventions:
\begin{equation}
E_c=F-T_s-\frac U2(1+\rho^2).
\end{equation}
Since $T_s+E_{{\rm H}x}=A(\frac12,\rho)$ is a trial value, $E_c\le0$. For $U>0$ and $|\rho|<1$ it is strictly negative, because the slope of $A$ at $X=\frac12$ is not zero. Write $E_c=T_c+U_c$ with
\begin{equation}
T_c=\langle\hat T\rangle-T_s\ge0,\qquad U_c=\langle\hat W\rangle-E_{{\rm H}x}\le0 .
\end{equation}
The first sign holds because $T_s$ is the lowest kinetic energy at this density; the second follows from $U_c=E_c-T_c$. The electrons avoid double occupancy at a cost in kinetic energy.

Differentiating $F=T_s+E_{{\rm H}x}+E_c$ gives $-\Delta v=-\Delta v_s+U\rho+dE_c/d\rho$, or
\begin{equation}
\Delta v_s=\Delta v+\Delta v_{{\rm H}x}+\Delta v_c,\qquad
\Delta v_{{\rm H}x}=U\rho,\qquad \Delta v_c=\frac{dE_c}{d\rho}.
\end{equation}

\subsection{(d) Numbers for $U=4t$, $\rho=0.6$}

Energies and potentials are in units of $t$; the site occupations are $1.6$ and $0.4$. The trial value $X=0.35$ gives $F\le0.9453$. The trial potential $\Delta v=-4$ has $E=-1.5231$ and gives $F\ge-1.5231+4\times0.6=0.8769$.

The root of (\ref{stat}) is $X=0.3702$, with $q=0.14314$ and $\sqrt q=0.37834$. Then
\begin{align}
d&=0.3702+\frac{0.36}{4\times0.3702}=0.6133,\\
F&=4\times0.6133-4\times0.37834=2.4532-1.5134=0.9398 .
\end{align}
The amplitudes are $a=0.779$, $b=0.082$ and $c=0.622$: the doubly occupied site is nearly always the lower one. Equation (\ref{dv}) gives
\begin{equation}
\Delta v=-0.6\left(\frac4{0.7403}+\frac1{0.3783}\right)=-4.828 .
\end{equation}
Numerical maximisation of the Lieb expression finds the same potential. There $E=-1.9568$, and $E-\Delta v\,\rho=-1.9568+2.8966=0.9398$, as in the search.

The parts are $T_s=-2\times0.8=-1.6$, $E_{\rm H}=4\times1.36=5.44$ and $E_x=-2.72$, so
\begin{align}
E_c&=0.9398+1.6-5.44+2.72=-0.1802,\\
T_c&=-1.5134+1.6=0.0866,\qquad U_c=2.4532-2.72=-0.2668 .
\end{align}
For the potentials, $\Delta v_s=-1.2/0.8=-1.5$ and $\Delta v_{{\rm H}x}=2.4$, which leaves $\Delta v_c=-1.5+4.828-2.4=0.928$. Interaction opposes the transfer of charge: by (\ref{dv}) and $\sqrt q\le\frac12\sqrt{1-\rho^2}$, the true potential difference exceeds the Kohn--Sham one in magnitude, here by a factor $4.828/1.5=3.2$.

The same calculation at other densities, with $U=4t$, gives
\begin{center}
\begin{tabular}{rrrrr}
$\rho$ & $\Delta v/t$ & $F/t$ & $T_s/t$ & $E_c/t$\\
0.00 & 0.000 & $-0.828$ & $-2.000$ & $-0.828$\\
0.40 & $-3.755$ & 0.082 & $-1.833$ & $-0.405$\\
0.80 & $-6.316$ & 2.039 & $-1.200$ & $-0.041$\\
0.95 & $-9.971$ & 3.179 & $-0.624$ & $-0.002$
\end{tabular}
\end{center}
Correlation disappears towards $\rho=1$, where the one remaining state $|20\rangle$ is itself a determinant. At $\rho=0$ the entries for $F$ and $E_c$ coincide because $T_s+E_{{\rm H}x}=-2t+U/2$ vanishes for $U=4t$.

The numerical check tests the equality of the two routes by diagonalising $H$ among all six two-electron states and by a complex search that includes the triplets.

\section{Variation 1: weak interaction}

\emph{Find the leading term of $E_c$ for small $U$ at fixed $|\rho|<1$.}

Let $r=\sqrt{1-\rho^2}$ and $X=\frac12-\eta$, with $\eta$ small. Then $q=r^2/4-\eta^2$, and
\begin{align}
d&=\frac12-\eta+\frac{\rho^2}2\,\frac1{1-2\eta}=\frac{1+\rho^2}2-r^2\eta+2\rho^2\eta^2+\dots,\\
-4t\sqrt q&=-2tr+\frac{4t\eta^2}r+\dots
\end{align}
The constant terms are $E_{{\rm H}x}/U$ and $T_s$. To leading order $E_c$ is the minimum of $-Ur^2\eta+4t\eta^2/r$, reached at $\eta=Ur^3/(8t)$:
\begin{equation}
E_c\simeq-\frac{U^2(1-\rho^2)^{5/2}}{16\,t}.
\end{equation}
At $\rho=0.6$ and $U=0.5t$ this gives $-0.00512\,t$, against the exact $-0.00475\,t$. The next term explains the difference. It is $2U\rho^2\eta^2$, which reduces the magnitude by the fraction $U\rho^2r/(2t)=0.072$, and $0.00512\times0.928=0.00475$. At $U=4t$ the leading term, $-0.328\,t$, is no longer useful beside the exact $-0.180\,t$.

\section{Variation 2: strong interaction}

\emph{Find $F$ for $U\gg t$ at fixed $0<|\rho|<1$, including the term of order $t^2/U$.}

Let $s=|\rho|$. The interaction drives $X$ towards $s/2$, where $d$ has its minimum $s$ and the ionic amplitude on the less occupied site vanishes. Put $X=s/2+\eta$. The second derivative of $d$ there is $s^2/(2X^3)=4/s$, so $d\simeq s+2\eta^2/s$. With $q=s(1-s)/2$ at $\eta=0$, the kinetic energy is
\begin{equation}
-4t\sqrt q\simeq-2\sqrt2\,t\sqrt{s(1-s)}-\kappa\eta,\qquad
\kappa=\frac{2t(1-s)}{\sqrt{s(1-s)/2}}=2\sqrt2\,t\sqrt{\frac{1-s}s}.
\end{equation}
The minimum of $2U\eta^2/s-\kappa\eta$ lies at $\eta=\kappa s/(4U)$ and equals $-\kappa^2s/(8U)=-t^2(1-s)/U$. Hence
\begin{equation}
F\simeq U|\rho|-2\sqrt2\,t\sqrt{|\rho|(1-|\rho|)}-\frac{t^2}U(1-|\rho|).
\end{equation}
At $\rho=0.6$ and $U=50t$ this gives $28.6064\,t$, and the exact value is $28.6065\,t$. At $U=4t$ it gives $0.914\,t$ instead of $0.940\,t$.

Since the root lies below $X=\frac12$, the expansion requires $\eta\ll(1-s)/2$; near $s=1$, where $\eta\simeq t\sqrt{1-s}/(\sqrt2\,U)$, this means $1-s\gg2t^2/U^2$. The expansion also requires $\eta\ll s/2$, which for small $s$ means $s\gg2t^2/U^2$. It fails at $\rho=0$: there the formula would give $-t^2/U$, whereas (\ref{F0}) gives $-4t^2/U$ to leading order. At the symmetric density both ionic states mix in equally, whereas the condition $\eta\ll s/2$ means that the ionic amplitude on the less occupied site is much the smaller of the two. For finite $U$ this narrow region rounds off the kink that $U|\rho|$ has at $\rho=0$.

\section*{Table of computed values}
\begin{verbatim}
All energies and potentials in units of t
U = 4.0, rho = 0.6, n1 = 1.6, n2 = 0.4
Search: trial X, upper bound to F
  0.30  1.014359
  0.35  0.945332
  0.40  0.950807
  0.50  1.120000
Optimal X = 0.370164, q = 0.143143
Amplitudes a = 0.778877, b = 0.081546, c = 0.621852
Double occupancy d = 0.613300
T = -1.513368, W = 2.453198
F from search = 0.939830
Lieb: trial dv, E(dv), lower bound E - dv*rho
  0.0  -0.828427  -0.828427
  -2.0  -0.962389  0.237611
  -4.0  -1.523114  0.876886
  -6.0  -2.766369  0.833631
  -8.0  -4.460894  0.339106
Maximising dv = -4.82767, formula dv = -4.82767
E at this dv = -1.956771
F from Lieb = 0.939830
Ts = -1.600000, E_H = 5.440000, Ex = -2.720000
Ec = -0.180170, Tc = 0.086632, Uc = -0.266802
dv_s = -1.50000, dv_Hx = 2.40000, dv_c = 0.92767
Table at U = 4: rho, dv, F, Ts, E_Hx, Ec
  0.00 0.0000 -0.82843 -2.00000 2.00000 -0.82843
  0.20 -2.4755 -0.54938 -1.95959 2.08000 -0.66979
  0.40 -3.7555 0.08247 -1.83303 2.32000 -0.40450
  0.60 -4.8277 0.93983 -1.60000 2.72000 -0.18017
  0.80 -6.3157 2.03853 -1.20000 3.28000 -0.04147
  0.95 -9.9710 3.17862 -0.62450 3.80500 -0.00188
Limits at rho = 0.6: U, Ec, weak-U Ec, F, strong-U F
  0.5 -0.00475 -0.00512 -1.26475 -1.88564
  4.0 -0.18017 -0.32768 0.93983 0.91436
  50.0 -3.79346 -51.20000 28.60654 28.60636
Edge rho = 1, U = 4: dv, U - [E(dv) - dv]
  -10  0.321390
  -100  0.020831
  -1000  0.002008
Largest |F_search - F_Lieb| = 1.8e-15
Largest deviation, all-state search = 2.9e-11
\end{verbatim}
